\section*{How Cartesian Gaussian Shells Split into Solid Harmonics}

\section{The result}

A Cartesian Gaussian shell of degree $l$ consists of the functions
\begin{equation}
x^a y^b z^c\,e^{-\alpha r^2},\qquad a+b+c=l,\qquad \alpha>0,
\end{equation}
with $a,b,c$ non-negative integers and $r^2=x^2+y^2+z^2$. All members share the same centre and the same exponent.

Let $P_l$ be the space of homogeneous polynomials of degree $l$ in $x,y,z$, including zero. Let $H_m$ be the subspace of $P_m$ whose members satisfy $\nabla^2h=0$. These members are the solid harmonics of degree $m$. The result is that every $p$ in $P_l$ can be written in one and only one way as
\begin{equation}
p=h_l+r^2h_{l-2}+r^4h_{l-4}+\cdots,\qquad h_m\in H_m,
\label{eq:split}
\end{equation}
where the sum ends at $m=0$ for even $l$ and at $m=1$ for odd $l$. The dimensions match:
\begin{equation}
\frac{(l+1)(l+2)}{2}=(2l+1)+(2l-3)+(2l-7)+\cdots .
\label{eq:count}
\end{equation}
Multiplying \eqref{eq:split} by $e^{-\alpha r^2}$ gives the same split for the Gaussian shell. Six Cartesian $d$ functions thus span five true $d$ functions and one $s$ function, and ten Cartesian $f$ functions span seven $f$ functions and three $p$ functions.

The statement concerns the span of the whole shell. A single monomial is in general a mixture of several $m$.

The proof has three parts: count both sides, show that the blocks on the right of \eqref{eq:split} are independent, and conclude that they fill $P_l$.

\section{Counting the monomials}

Fix $a$. Then $b$ can be $0,1,\dots,l-a$, which is $l-a+1$ choices, and $c=l-a-b$ is determined. Hence
\begin{equation}
D(l)\equiv\dim P_l=\sum_{a=0}^{l}(l-a+1)=1+2+\cdots+(l+1)=\frac{(l+1)(l+2)}{2}.
\end{equation}

\section{Counting the solid harmonics}

Sort a polynomial $p$ of degree $m$ by powers of $z$:
\begin{equation}
p=\sum_{j=0}^{m}\frac{z^j}{j!}\,q_j(x,y),
\end{equation}
where $q_j$ is homogeneous of degree $m-j$ in $x$ and $y$. Write $\Delta_2=\partial_x^2+\partial_y^2$, and set $q_j=0$ for $j>m$. Since $\partial_z^2(z^j/j!)=z^{j-2}/(j-2)!$ for $j\ge2$, and zero for $j=0,1$, relabelling the second sum gives
\begin{equation}
\nabla^2p=\sum_{j}\frac{z^j}{j!}\left(\Delta_2q_j+q_{j+2}\right).
\end{equation}
Each power of $z$ must vanish separately, so $\nabla^2p=0$ is equivalent to
\begin{equation}
q_{j+2}=-\Delta_2q_j .
\end{equation}
For $j=m-1$ and $j=m$ the left side is zero. The right side is then also zero, because $q_j$ has degree 1 or 0. These two cases add no restriction.

The polynomials $q_0$ and $q_1$ can therefore be chosen freely, and they fix all the others. A homogeneous polynomial of degree $n$ in two variables has $n+1$ coefficients, so $q_0$ has $m+1$ and $q_1$ has $m$. Hence
\begin{equation}
\dim H_m=(m+1)+m=2m+1 .
\end{equation}

\section{The Laplacian of a power of $r^2$ times a polynomial}

Let $q$ be homogeneous of degree $n$, so that $q(t\mathbf r)=t^nq(\mathbf r)$. Differentiating with respect to $t$ at $t=1$ gives Euler's relation, $\mathbf r\cdot\nabla q=nq$. For $k\ge1$ we also need
\begin{align}
\nabla r^{2k}&=2k\,r^{2k-2}\,\mathbf r,\\
\nabla^2r^{2k}&=2k\left[r^{2k-2}\,\nabla\cdot\mathbf r+\mathbf r\cdot\nabla r^{2k-2}\right]\nonumber\\
&=2k\left[3+(2k-2)\right]r^{2k-2}=2k(2k+1)\,r^{2k-2}.
\end{align}
The product rule then gives
\begin{align}
\nabla^2(r^{2k}q)&=q\,\nabla^2r^{2k}+2\,\nabla r^{2k}\cdot\nabla q+r^{2k}\nabla^2q\nonumber\\
&=2k(2k+1)r^{2k-2}q+4kn\,r^{2k-2}q+r^{2k}\nabla^2q\nonumber\\
&=2k(2k+2n+1)\,r^{2k-2}q+r^{2k}\nabla^2q .
\label{eq:lap}
\end{align}
If $q=h_m$ is a solid harmonic, then $n=m$ and the last term is absent:
\begin{equation}
\nabla^2(r^{2k}h_m)=2k(2k+2m+1)\,r^{2k-2}h_m .
\label{eq:ladder}
\end{equation}
Each application of $\nabla^2$ removes one factor $r^2$ and leaves a positive number. Once no factor $r^2$ is left, the next application gives zero.

\section{The blocks are independent and fill the space}

\subsection*{Independence}

Suppose that some choice of solid harmonics gives
\begin{equation}
\sum_{k=0}^{K}r^{2k}h_{l-2k}=0,
\label{eq:zero}
\end{equation}
where $K$ is the largest integer not exceeding $l/2$. Apply $\nabla^2$ to this equation $K$ times. By \eqref{eq:ladder}, every term with $k<K$ is removed. With $m=l-2K$, the last term becomes
\begin{equation}
\left[\prod_{k=1}^{K}2k(2k+2m+1)\right]h_m=0 .
\end{equation}
The product is positive, so $h_m=0$. The sum \eqref{eq:zero} now ends at $K-1$, and the same argument with $K-1$ applications removes the next term. Continuing downwards, all the $h$'s vanish. The blocks $r^{2k}H_{l-2k}$ are therefore linearly independent of one another. This also proves uniqueness in \eqref{eq:split}, because the difference of two decompositions of the same $p$ has the form \eqref{eq:zero}.

\subsection*{Completeness}

Multiplication by $r^{2k}$ sends no nonzero polynomial to zero, so the block $r^{2k}H_m$ has the same dimension as $H_m$, namely $2m+1$. Now compare with $D(l)$. For $l\ge2$,
\begin{equation}
D(l)-D(l-2)=\frac{(l^2+3l+2)-(l^2-l)}{2}=\frac{4l+2}{2}=2l+1 .
\end{equation}
Use this repeatedly until $D(0)=1$ or $D(1)=3$ is reached. These are themselves $2m+1$ for $m=0$ and $m=1$. The total is \eqref{eq:count}.

The independent blocks lie inside $P_l$ and their dimensions add up to $\dim P_l$. They must fill $P_l$, which proves \eqref{eq:split}. The first cases are
\begin{equation}
6=5+1,\qquad 10=7+3,\qquad 15=9+5+1,\qquad 21=11+7+3 .
\end{equation}

\section{Finding the pieces of a given polynomial}

The counting argument shows that the pieces exist. To compute them, try
\begin{equation}
h_l=\sum_{j=0}^{K}c_j\,r^{2j}(\nabla^2)^jp,\qquad c_0=1,
\label{eq:project}
\end{equation}
and choose the $c_j$ so that $\nabla^2h_l=0$. The polynomial $(\nabla^2)^jp$ has degree $n=l-2j$. The factor in \eqref{eq:lap} with $k=j$ is then $2j(2j+2l-4j+1)=2j(2l-2j+1)$, and
\begin{equation}
\nabla^2h_l=\sum_{j}c_j\left[2j(2l-2j+1)r^{2j-2}(\nabla^2)^jp+r^{2j}(\nabla^2)^{j+1}p\right].
\end{equation}
The expression $r^{2j-2}(\nabla^2)^jp$ appears twice: in the first term with coefficient $c_j$, and in the second term of the preceding $j$ with coefficient $c_{j-1}$. The two cancel if
\begin{equation}
c_j=-\frac{c_{j-1}}{2j(2l-2j+1)} .
\label{eq:cj}
\end{equation}
The denominator is positive because $2j\le l$. The second term for $j=K$ has no partner, but it vanishes because $(\nabla^2)^Kp$ has degree 0 or 1.

The remainder contains a factor $r^2$:
\begin{equation}
p-h_l=r^2p',\qquad p'=-\sum_{j=1}^{K}c_j\,r^{2j-2}(\nabla^2)^jp .
\end{equation}
Apply the same procedure to $p'$, which has degree $l-2$, and continue. By uniqueness, the pieces found are those of \eqref{eq:split}.

\subsection*{Example: $x^2$ and $x^4$}

For $l=2$, $c_1=-1/(2\cdot3)=-1/6$ and $\nabla^2x^2=2$, so
\begin{equation}
x^2=\left(x^2-\tfrac13r^2\right)+\tfrac13r^2 .
\label{eq:x2}
\end{equation}

For $l=4$, \eqref{eq:cj} gives $c_1=-1/(2\cdot7)=-1/14$ and $c_2=-c_1/(4\cdot5)=1/280$. With $\nabla^2x^4=12x^2$ and $(\nabla^2)^2x^4=24$,
\begin{align}
h_4&=x^4-\tfrac{12}{14}r^2x^2+\tfrac{24}{280}r^4
=x^4-\tfrac67r^2x^2+\tfrac{3}{35}r^4,\\
p'&=\tfrac67x^2-\tfrac3{35}r^2 .
\end{align}
Insert \eqref{eq:x2} for the $x^2$ in $p'$:
\begin{equation}
p'=\tfrac67\left(x^2-\tfrac13r^2\right)+\left(\tfrac27-\tfrac3{35}\right)r^2,
\qquad \tfrac27-\tfrac3{35}=\tfrac15 .
\end{equation}
The complete decomposition is
\begin{equation}
x^4=h_4+r^2\,\tfrac67\left(x^2-\tfrac13r^2\right)+\tfrac15r^4 .
\label{eq:x4}
\end{equation}

\section{The label $m$ is angular momentum}

Measure angular momentum in units of $\hbar$, so that $\mathbf L=-i\,\mathbf r\times\nabla$, and write $E=\mathbf r\cdot\nabla=r\,\partial_r$. With repeated indices summed, the product of two antisymmetric symbols gives
\begin{equation}
L^2=-\left(x_j\partial_kx_j\partial_k-x_j\partial_kx_k\partial_j\right).
\end{equation}
Move the derivatives to the right. The first term is
\begin{equation}
x_j\partial_kx_j\partial_k=E+r^2\nabla^2 .
\end{equation}
For the second, use $\partial_kx_k=3+x_k\partial_k$ and $x_jx_k\partial_j\partial_k=E^2-E$:
\begin{equation}
x_j\partial_kx_k\partial_j=3E+E^2-E=E^2+2E .
\end{equation}
Together,
\begin{equation}
L^2=-r^2\nabla^2+E(E+1).
\label{eq:L2}
\end{equation}
For a solid harmonic, $\nabla^2h_m=0$ and $Eh_m=mh_m$, so $L^2h_m=m(m+1)h_m$.

A function $f(r)$ has a gradient along $\mathbf r$, so $\mathbf r\times\nabla f=0$ and $\mathbf L(fg)=f\,\mathbf Lg$. The factors $r^{2k}$ and $e^{-\alpha r^2}$ therefore leave the angular momentum unchanged:
\begin{equation}
L^2\left(r^{2k}h_me^{-\alpha r^2}\right)=m(m+1)\,r^{2k}h_me^{-\alpha r^2}.
\end{equation}
In particular, $(x^2+y^2+z^2)e^{-\alpha r^2}$ is an $s$ function, although it is built from members of a so-called $d$ shell. Since $L^2$ is Hermitian, pieces with different $m$ are orthogonal.

\subsection*{How much of a monomial has the highest $m$?}

All pieces of $x^le^{-\alpha r^2}$ have the same radial factor $r^le^{-\alpha r^2}$. It cancels in ratios of squared norms, and only averages over directions remain. With $u=x/r$, which is uniformly distributed on $[-1,1]$ over the sphere,
\begin{equation}
\langle u^{2n}\rangle=\frac12\int_{-1}^{1}u^{2n}\,du=\frac1{2n+1}.
\end{equation}
For $x^2$, the $s$ share is $(1/3)^2/(1/5)=5/9$, which leaves $4/9$ for the $d$ part.

For $x^4$, the total is $\langle u^8\rangle=1/9$. From \eqref{eq:x4}, the $s$ share is $9\cdot(1/5)^2=9/25$. For the $d$ part,
\begin{equation}
\left\langle\left(u^2-\tfrac13\right)^2\right\rangle=\tfrac15-\tfrac29+\tfrac19=\tfrac4{45},
\qquad 9\cdot\tfrac{36}{49}\cdot\tfrac4{45}=\tfrac{144}{245}.
\end{equation}
The $g$ share is the rest, $1-9/25-144/245=64/1225$. In percent, the $s$, $d$ and $g$ shares are 36.0, 58.8 and 5.2. The function $x^4e^{-\alpha r^2}$ belongs to the Cartesian $g$ shell, yet about one twentieth of its squared norm is of $g$ type. The shares do not depend on $\alpha$.

\section{The split seen in energy levels}

Consider one electron and a fixed point charge $Z$ at the centre of the shell. In Rydberg atomic units, with lengths in bohr,
\begin{equation}
H=-\nabla^2-\frac{2Z}{r}.
\end{equation}
We diagonalise $H$ within one Cartesian shell.

\subsection*{Why the matrix separates}

A piece of the shell can be written as $R(r)\,Y(\hat{\mathbf r})$, with $R=r^le^{-\alpha r^2}$ and $Y=h_m/r^m$. This holds because $r^{2k}h_m=r^{2k+m}Y=r^lY$. By \eqref{eq:L2}, $-\nabla^2=[L^2-E(E+1)]/r^2$, and $E(E+1)R=r^2R''+2rR'=(r^2R')'$. Hence
\begin{equation}
H(RY)=\left[-\frac{(r^2R')'}{r^2}+\frac{m(m+1)}{r^2}R-\frac{2Z}{r}R\right]Y .
\end{equation}
The angular factor is unchanged, and the bracket is the same for every $h_m$ in $H_m$. Matrix elements between different $m$ vanish by orthogonality. Within one $m$, the matrix of $H$ is a single number $E(l,m)$ times the overlap matrix. Each $m$ occurs once in the shell, so it gives a level with $2m+1$ states.

\subsection*{The radial integrals}

Multiply the bracket by $R\,r^2$ and integrate. In the first term, integrate by parts; the boundary term $r^2RR'$ vanishes at $r=0$ and at infinity. The kinetic part is
\begin{equation}
T=\frac{\int_0^\infty\left[r^2R'^2+m(m+1)R^2\right]dr}{\int_0^\infty r^2R^2\,dr}.
\end{equation}
Define
\begin{equation}
I_n=\int_0^\infty r^ne^{-2\alpha r^2}dr=\frac{\Gamma\!\left(\frac{n+1}2\right)}{2(2\alpha)^{(n+1)/2}},
\qquad I_{n+2}=\frac{n+1}{4\alpha}I_n .
\end{equation}
Since $rR'=(l\,r^l-2\alpha r^{l+2})e^{-\alpha r^2}$,
\begin{align}
T&=\frac{[l^2+m(m+1)]I_{2l}-4\alpha l\,I_{2l+2}+4\alpha^2I_{2l+4}}{I_{2l+2}}\nonumber\\
&=[l^2+m(m+1)]\frac{4\alpha}{2l+1}-4\alpha l+\alpha(2l+3)\nonumber\\
&=\alpha\left[\frac{4(l^2+m(m+1))}{2l+1}+3-2l\right].
\label{eq:T}
\end{align}
The potential part is
\begin{equation}
V=-2Z\frac{I_{2l+1}}{I_{2l+2}}=-2Z\sqrt{2\alpha}\,\frac{\Gamma(l+1)}{\Gamma(l+\frac32)},
\label{eq:V}
\end{equation}
and $E(l,m)=T+V$. For $m=l$, the kinetic part reduces to $\alpha(2l+3)$, because $l^2+l(l+1)=l(2l+1)$.

The potential part does not depend on $m$: all pieces have the same radial density. The levels of one shell are separated by the centrifugal term alone,
\begin{equation}
\frac{4\alpha\,m(m+1)}{2l+1},
\end{equation}
so the piece with the smallest $m$ lies lowest.

\subsection*{Numbers}

Take the round model parameters $Z=4$ and $\alpha=0.2\ \mathrm{bohr}^{-2}$. For $l=2$, $\Gamma(3)/\Gamma(7/2)=16/(15\sqrt\pi)$, and
\begin{align}
V&=-8\sqrt{0.4}\,\frac{16}{15\sqrt\pi}=-3.045\ \mathrm{Ry},\\
T(m=0)&=0.2\left(\tfrac{16}{5}-1\right)=0.440\ \mathrm{Ry},\\
T(m=2)&=0.2\left(\tfrac{40}{5}-1\right)=1.400\ \mathrm{Ry}.
\end{align}
The six functions give one level at $-2.605$ Ry ($-35.44$ eV) and five states at $-1.645$ Ry ($-22.38$ eV). The gap of $0.960$ Ry equals $4(0.2)(6)/5$.

Numerical diagonalisation in the Cartesian functions, without using the split, gives these levels and the following ones:
\begin{center}
\begin{tabular}{cccc}
$l$ & $m$ & states & $E$ (Ry)\\
3 & 1 & 3 & $-1.953$\\
3 & 3 & 7 & $-0.810$\\
4 & 0 & 1 & $-1.898$\\
4 & 2 & 5 & $-1.364$\\
4 & 4 & 9 & $-0.120$
\end{tabular}
\end{center}
The multiplicities are those of \eqref{eq:count}, and the program checks the energies against \eqref{eq:T} and \eqref{eq:V}.

These are levels within a single shell of fixed exponent, not eigenvalues of $H$ in the full space. The function $e^{-Zr}$ satisfies $He^{-Zr}=-Z^2e^{-Zr}$, so the ion has an $s$ level at $-16$ Ry. The $s$ function in the $d$ shell, at $-2.605$ Ry, lies far above it. Equations \eqref{eq:T} and \eqref{eq:V} show that both the factor $r^2$ and the small exponent contribute. Without the factor $r^2$, that is for $l=m=0$, they give $E=3\alpha-16\sqrt{2\alpha/\pi}$ for $Z=4$. At $\alpha=0.2$ this is $0.600-5.709=-5.109$ Ry. Setting $dE/d\alpha=0$ gives $\sqrt\alpha=\tfrac83\sqrt{2/\pi}$ and the minimum $E=-128/(3\pi)=-13.58$ Ry.

\section{What the split requires}

\textbf{A common radial factor.} The proof uses the polynomials and one shared factor $e^{-\alpha r^2}$. Any other shared function of $r$, such as a fixed contraction $\sum_id_ie^{-\alpha_ir^2}$, serves equally well for the split, though \eqref{eq:T} and \eqref{eq:V} hold for a single exponent. If $x^2$, $y^2$ and $z^2$ carry different exponents, their sum is no longer $r^2$ times a function of $r$, and the split is lost.

\textbf{A complete shell.} If $z^2e^{-\alpha r^2}$ is deleted from the six $d$-type functions, the remaining five are not the five true $d$ functions. Their span contains neither $r^2e^{-\alpha r^2}$ nor $(2z^2-x^2-y^2)e^{-\alpha r^2}$. To keep the five $d$ functions, one must take the part of the six-dimensional span that is orthogonal to $r^2e^{-\alpha r^2}$, not delete one of the monomials.

\textbf{Consistent normalisation.} Rescaling individual members leaves the span unchanged but alters the coefficients of the combinations. The formulas above refer to plain monomials.

A calculation that keeps only $m=l$ from each shell works in a subspace of the space spanned by all Cartesian functions. For $l=0$ and $l=1$ the two choices coincide, so the subspace is smaller only when a shell with $l\ge2$ is present. In a variational calculation with otherwise equal shells, the Cartesian minimum therefore cannot lie above the solid-harmonic one. Any lowering comes from the additional functions with $m=l-2,l-4,\dots$, not from a better description of angular momentum $l$ by the shell itself.

\section*{Computed results}
\begin{verbatim}
Dimension count: l, Cartesian functions, harmonic blocks
  l=0: 1 = 1
  l=1: 3 = 3
  l=2: 6 = 5 + 1
  l=3: 10 = 7 + 3
  l=4: 15 = 9 + 5 + 1
  l=5: 21 = 11 + 7 + 3
  l=6: 28 = 13 + 9 + 5 + 1
Squared-norm shares in x^l Gaussians (dimensionless)
  x^2, m=2: 4/9 = 0.4444
  x^2, m=0: 5/9 = 0.5556
  x^3, m=3: 4/25 = 0.1600
  x^3, m=1: 21/25 = 0.8400
  x^4, m=4: 64/1225 = 0.0522
  x^4, m=2: 144/245 = 0.5878
  x^4, m=0: 9/25 = 0.3600
Harmonic parts h_m of x^2 and x^4
  x^2, h_2 = 2*x**2/3 - y**2/3 - z**2/3
  x^2, h_0 = 1/3
  x^4, h_4 = 8*x**4/35 - 24*x**2*y**2/35 - 24*x**2*z**2/35 + 3*y**4/35 + 6*y**2*z**2/35 + 3*z**4/35
  x^4, h_2 = 4*x**2/7 - 2*y**2/7 - 2*z**2/7
  x^4, h_0 = 1/5
Model: Z = 4.0, alpha = 0.2 bohr^-2
1 Ry = 13.605693 eV
Levels in one shell: multiplicity, E, kinetic T, potential V
  l=2, m=0: 1 states, E=-2.60491 Ry (-35.442 eV), T=0.44000 Ry, V=-3.04491 Ry
  l=2, m=2: 5 states, E=-1.64491 Ry (-22.380 eV), T=1.40000 Ry, V=-3.04491 Ry
  l=3, m=1: 3 states, E=-1.95278 Ry (-26.569 eV), T=0.65714 Ry, V=-2.60992 Ry
  l=3, m=3: 7 states, E=-0.80992 Ry (-11.020 eV), T=1.80000 Ry, V=-2.60992 Ry
  l=4, m=0: 1 states, E=-1.89771 Ry (-25.820 eV), T=0.42222 Ry, V=-2.31993 Ry
  l=4, m=2: 5 states, E=-1.36437 Ry (-18.563 eV), T=0.95556 Ry, V=-2.31993 Ry
  l=4, m=4: 9 states, E=-0.11993 Ry (-1.632 eV), T=2.20000 Ry, V=-2.31993 Ry
\end{verbatim}
